\section*{Why trifluoromethyl groups can raise the volatility of copper(II) acetylacetonate}

\section{The selection error}

Ranking copper precursors by molecular mass can lead to the wrong choice. Replacing the four methyl groups of copper(II) acetylacetonate, Cu(acac)$_2$, by trifluoromethyl groups gives Cu(hfac)$_2$ and raises the mass from 261.8 to 477.6 u, yet the heavier complex is the more volatile one. The opposite shortcut, that fluorine lowers cohesion wherever it is put, also fails: carbon tetrafluoride boils at roughly 150 K, methane at roughly 110 K.

Three questions have to be kept apart: whether mass enters the vapour pressure, what a CF$_3$ group does to dispersion attraction, and what it does to the contacts between the chelate cores. Low polarisability per volume answers part of the second. It does not by itself fix the sign of the total change.

\section{Mass cancels from the equilibrium pressure}

Take an ideal vapour of rigid molecules over a solid in which each molecule sits in a harmonic site. Internal motions, including CF$_3$ rotation, are taken to be the same in both phases. Let $L$ be the static cohesive energy per molecule: the energy needed to separate the whole crystal, with every molecule at its potential minimum, into vapour molecules, divided by their number. With pair forces this is half the cost of pulling one molecule out of the interior, because each contact is shared by two molecules. The algebra uses atomic units, $\hbar=1$.

In the classical partition function of one molecule, the integrals over linear and angular momenta give
\begin{equation}
P=\left(\frac{m k_BT}{2\pi}\right)^{3/2}
\left(\frac{k_BT}{2\pi}\right)^{3/2}\sqrt{I_aI_bI_c},
\end{equation}
where $m$ is the mass and $I_a,I_b,I_c$ are the moments of inertia. Kinetic energy does not depend on the surroundings, so $P$ is the same in vapour and solid. What remains is an integral over position and orientation. In a vapour of volume $\Omega$,
\begin{equation}
q_v=P\,\Omega\,\frac{8\pi^2}{s},
\end{equation}
where $s$ is the rotational symmetry number. In the solid there are $s$ equivalent orientational wells, and division by $s$ leaves one. With spring constants $\kappa_t$ for each displacement and $\kappa_r$ for each small rotation, the Gaussian integrals give
\begin{equation}
q_s=P\,e^{L/k_BT}
\left(\frac{2\pi k_BT}{\kappa_t}\right)^{3/2}
\left(\frac{2\pi k_BT}{\kappa_r}\right)^{3/2}.
\end{equation}

The chemical potential is $-k_BT\ln(q_v/N)$ in the vapour and $-k_BT\ln q_s$ in the solid, whose small pressure--volume term is dropped. Equating them gives $N=q_v/q_s$. Since $p=Nk_BT/\Omega$, the factor $P$ cancels:
\begin{equation}
p=k_BT\,\frac{8\pi^2}{s}\,
\frac{(\kappa_t\kappa_r)^{3/2}}{(2\pi k_BT)^3}\,e^{-L/k_BT}.
\label{eq:p}
\end{equation}
Neither mass nor inertia survives. Added mass is therefore no obstacle to equilibrium volatility in the classical regime; added cohesion would be.

Quantized site motion restores a small mass dependence. For springs of 1.0 eV/\AA$^2$ and 10 eV/rad$^2$ at 350 K, quantum partition sums raise the classical pressure by 0.4\% for the mass of Cu(acac)$_2$ and by 0.2\% for that of Cu(hfac)$_2$, with $L$ held equal and radii of gyration set to 3.5 and 4.5 \AA, respectively.

Mass does enter the rate of evaporation. The one-way flux in a vapour of number density $n$ is
\begin{equation}
J=n\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv
=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}} .
\end{equation}
At equal pressure and temperature the heavier complex has $\sqrt{261.8/477.6}=0.74$ of the molecular flux. That loss of a quarter is small beside a pressure change of even one decade.

\section{Where polarisability per volume enters}

\subsection{Dispersion between two molecules}

Represent each dipole transition of an isotropic molecule by a three-dimensional oscillator of frequency $\omega_n$ and static polarisability $\alpha_n$. For each Cartesian direction, the squared dipole matrix element between the ground state and the first excited state is $\alpha_n\omega_n/2$, because second-order perturbation theory in a static field gives $\alpha_n=2(\alpha_n\omega_n/2)/\omega_n$.

Two molecules at distance $R$ along $z$ are coupled by
\begin{equation}
W=\frac{\mu_x\mu'_x+\mu_y\mu'_y-2\mu_z\mu'_z}{R^3}.
\end{equation}
Without permanent dipoles the first-order energy vanishes. In second order both molecules are excited, at energy cost $\omega_n+\omega_m$. The squared coefficients sum to $1+1+4=6$, so
\begin{equation}
E=-\frac{6}{R^6}\sum_{nm}
\frac{(\alpha_n\omega_n/2)(\alpha_m\omega_m/2)}{\omega_n+\omega_m}
=-\frac{1}{R^6}\sum_{nm}\frac32
\frac{\alpha_n\alpha_m\omega_n\omega_m}{\omega_n+\omega_m}
\equiv-\frac{C_6}{R^6}.
\end{equation}

The response at imaginary frequency is $\alpha(iu)=\sum_n\alpha_n\omega_n^2/(\omega_n^2+u^2)$. With
\begin{equation}
\int_0^\infty\frac{du}{(\omega_n^2+u^2)(\omega_m^2+u^2)}
=\frac{\pi}{2\omega_n\omega_m(\omega_n+\omega_m)},
\end{equation}
the double sum becomes
\begin{equation}
C_6=\frac3\pi\int_0^\infty\alpha(iu)^2\,du .
\end{equation}
A single transition gives $C_6=\tfrac34\omega\alpha^2$. For a real molecule this relation defines a mean energy, $\omega=4C_6/(3\alpha^2)$.

Now let two equal spheres of volume $V$ touch. Their centre distance $d$ obeys $V=\pi d^3/6$, hence $d^6=36V^2/\pi^2$ and
\begin{equation}
\frac{C_6}{d^6}=\frac34\,\omega\alpha^2\,\frac{\pi^2}{36V^2}
=\frac{\pi^2}{48}\,\omega\left(\frac{\alpha}{V}\right)^2 .
\label{eq:contact}
\end{equation}
Contact attraction depends on the square of polarisability per volume, but also on the mean excitation energy.

\subsection{What fluorine changes}

CH$_4$ and CF$_4$ serve as stand-ins for the two groups. Their properties were computed by Hartree--Fock response theory, which leaves out electron correlation. The volume is that inside the surface where the electron density is 0.001 electron/bohr$^3$.

\begin{center}
\begin{tabular}{lccc}
 & CH$_4$ & CF$_4$ & ratio\\
$\alpha$ (\AA$^3$) & 2.37 & 2.44 & 1.03\\
$V$ (\AA$^3$) & 41.7 & 59.6 & 1.43\\
$\alpha/V$ & 0.057 & 0.041 & 0.72\\
$\omega$ (eV) & 16.6 & 28.9 & 1.74\\
$C_6/d^6$ (eV) & 0.0111 & 0.0100 & 0.90
\end{tabular}
\end{center}

The electron count rises from 10 to 42, while the Hartree--Fock polarisability rises by only 3\% in the basis used here and 5\% in a larger one. The mean energy offers a way to read this. If $N$ electrons all responded at one frequency, then $\alpha=N/\omega^2$. The computed ratios give an effective $N$ larger by $1.03\times1.74^2\approx3.1$, while the stiffness $\omega^2$ per electron grows by 3.0. In this one-frequency reading, more electrons respond, but each is held so much more tightly that the two changes nearly cancel. The reading is qualitative: $N=\alpha\omega^2$ is defined from the same data and gives 6.0 and 18.6, whereas the valence oscillator strengths sum to about 8 and 31.

The same stiffness limits the benefit. The factor $(\alpha/V)^2$ alone would reduce the contact attraction to 0.52 of its methane value; the larger $\omega$ brings it back to 0.90. Even that figure depends on where the molecular surface is drawn. At an envelope of 0.002 electron/bohr$^3$, $\alpha/V$ is 0.073 for CH$_4$ and 0.049 for CF$_4$, and the contact ratio becomes 0.76. Basis changes shift $\alpha$ by up to 2.8\% and $C_6$ by up to 4.1\%. The table uses the aug-cc-pVDZ basis. In aug-cc-pVTZ the CF$_4$ volume rises to 61.0 \AA$^3$, its $\omega$ falls to 28.3 eV, the volume ratio becomes 1.47 and the contact ratio 0.88 (0.79 at the tighter envelope), so the last digit of these entries is not converged.

Electron correlation matters more. Second-order perturbation theory (MP2) in the same basis gives $\alpha=2.45$ and 2.73 \AA$^3$, a ratio of 1.11 instead of 1.03. The polarisability per volume of CF$_4$ stays below that of CH$_4$, but at fixed $\omega$ the contact ratio would rise from 0.90 to about 1.05. A change in $\omega$ could offset part of this, so these numbers do not settle whether the contact ratio lies below one.

A heavy substituent need not behave this way. For CCl$_4$, $\alpha/V$ is 0.074, above the methane value. The low polarisability density belongs to fluorine's tightly held electrons, not to added mass or bulk as such.

\subsection{Fluorine sits at the rim}

Equation~\eqref{eq:contact} places all polarisability at the molecular centre. In CF$_4$ much of it lies on the outer atoms, some of which are nearer to the neighbour. To size this effect, spread it over a shell of radius $a$ in each molecule. Let $s'$ be the distance from a point on one shell to the centre of the other. Averaging $r^{-6}$ over the other shell, with $t$ the cosine of the polar angle, gives
\begin{align}
\frac12\int_{-1}^{1}\frac{dt}{(s'^2+a^2-2as't)^3}
&=\frac{1}{8as'}\left[\frac1{(s'-a)^4}-\frac1{(s'+a)^4}\right]\nonumber\\
&=\frac{s'^2+a^2}{(s'^2-a^2)^4},
\end{align}
because $(s'+a)^4-(s'-a)^4=8as'(s'^2+a^2)$. Averaging over the first shell, where $s'^2=d^2+a^2+2adt$, gives the enhancement
\begin{equation}
g=\frac{d^6}{2}\int_{-1}^{1}\frac{s'^2+a^2}{(s'^2-a^2)^4}\,dt .
\end{equation}

With the shell through the fluorine nuclei, $g=2.49$. For methane it is 2.15 through the hydrogen nuclei, but 1.18 through the C--H midpoints. The CF$_4$/CH$_4$ contact ratio $r$ therefore depends on the placement:
\begin{equation}
0.897,\qquad 0.897\,\frac{2.49}{2.15}=1.04,\qquad
0.897\,\frac{2.49}{1.18}=1.89,
\end{equation}
for centres, outer nuclei, and fluorine nuclei with C--H midpoints. The total rim attraction may fall, stay nearly level or rise. What holds at this level of theory is the weaker statement: CF$_3$ adds far less polarisability than its electron count suggests.

\section{The role of the exposed core}

The flat chelate cores also attract one another, and bulky rims can hold them apart. Model two facing cores as discs of radius $R_c$ at spacing $h$, with an $r^{-6}$ attraction between their elements. The measure of element pairs with lateral offset $\rho$ is the overlap area of two discs displaced by $\rho$,
\begin{equation}
A(\rho)=2R_c^2\arccos\frac{\rho}{2R_c}
-\frac{\rho}{2}\sqrt{4R_c^2-\rho^2},
\end{equation}
so the attraction is proportional to
\begin{equation}
D(h)=\int_0^{2R_c}\frac{2\pi\rho\,A(\rho)}{(h^2+\rho^2)^3}\,d\rho .
\end{equation}
For $R_c\gg h$, $A\to\pi R_c^2$ and $D\to\pi^2R_c^2/(2h^4)$. For $h\gg R_c$ the discs act as points and $D\to(\pi R_c^2)^2/h^6$. With $R_c=3.0$ \AA, widening the spacing from 3.4 to 3.8 \AA\ leaves a fraction 0.588 of the attraction, an effective power of $-4.8$, between the two limits.

\subsection{A worked estimate at 350 K}

Give the methyl complex a core cohesion of 0.70 eV and a rim cohesion of 0.45 eV, so $L=1.15$ eV. These energies, the springs above and both spacings are round model inputs. With $s=4$ for the flat molecule and $k_BT=0.0302$ eV, the prefactor of Eq.~\eqref{eq:p} is $3.3\times10^{12}$ Torr and
\begin{equation}
p=3.3\times10^{12}\,e^{-1.15/0.03016}\ \text{Torr}
=9.2\times10^{-5}\ \text{Torr}.
\end{equation}

For the fluorinated complex, hold the springs fixed, widen the spacing to 3.8 \AA\ and scale the rim by $r$:
\begin{equation}
L_F=0.70\times0.5877+0.45\,r=0.411+0.45\,r\quad\text{(eV)}.
\end{equation}

\begin{center}
\begin{tabular}{lccc}
polarisable sites & $r$ & $L_F$ (eV) & $p$ (Torr)\\
centres & 0.90 & 0.82 & 6.1\\
outer nuclei & 1.04 & 0.88 & 0.73\\
F nuclei, C--H midpoints & 1.89 & 1.26 & $2.2\times10^{-6}$
\end{tabular}
\end{center}

The first two rows give pressure gains of about $7\times10^4$ and $8\times10^3$. The third gives a loss by a factor of about 40. The gain vanishes when $L_F=1.15$ eV, that is, at $r=(1.15-0.411)/0.45=1.64$. These factors are good only to about an order of magnitude, because $r$ enters the exponent. The larger basis gives $r=0.88$, 1.00 and 1.82, that is, gains of $9\times10^4$ and $1.5\times10^4$ and a loss of about 14. The MP2 polarisabilities at fixed $\omega$ reduce the centre gain to about $6\times10^3$. If cohesion is taken roughly proportional to boiling point, CF$_4$ and CH$_4$ suggest $r\approx150/110=1.36$, which leaves a gain of about 60. The model shows how volatility can rise; it does not prove that it must.

In the first two rows the spacing supplies most or all of the gain. If it stays at 3.4 \AA, the centre estimate gives $L_F=0.70+0.40=1.10$ eV and a gain of only 4.6. With outer-nuclei placement, $L_F=0.70+0.47=1.17$ eV, and there is no gain.

Two omitted effects would reduce the predicted gain. A more weakly bound solid probably has softer springs. If both spring constants scale with $L$, Eq.~\eqref{eq:p} multiplies the pressure in the centre case by $(0.815/1.15)^3=0.36$. The model also scales the net core energy as if it were pure attraction. If core repulsion falls faster with distance than attraction, separating the cores relieves some repulsion and costs less than the 0.29 eV used here.

\subsection{Polar contacts}

Electron withdrawal acts in the other direction, towards higher volatility. Acetone and hexafluoroacetone are small molecules containing the same O=C--CX$_3$ unit. In idealised geometries at the Hartree--Fock level, the potential 2.5 \AA\ beyond oxygen, on the C=O axis, is $-1.09$ V in acetone and $-0.38$ V in hexafluoroacetone. These values use the 6-31+G* basis. Removing the diffuse functions changes them by less than 0.07 V, and aug-cc-pVDZ gives $-1.07$ and $-0.38$ V. A bare charge of $+0.1e$ at that point would be bound by 0.109 and 0.038 eV. A neighbouring C--H group is neutral, however. With $-0.1e$ on its carbon, 1.09 \AA\ further out, where the acetone potential is about $-0.6$ V, the acetone contact is worth only about 0.05 eV. Losing it completely would multiply the pressure at 350 K by $e^{0.05/0.0302}\approx5$ for each such contact per molecule; a partial loss gives less. The same contact on hexafluoroacetone is still worth about 0.02 eV, so the fragments suggest a change of about 0.03 eV, a factor near 2.6.

Fluorination also removes 12 of the 14 hydrogen atoms that could make these contacts. In the complex, oxygen is bound to copper, so the fragments support the direction of the change and not its size. The same withdrawal should make copper more attractive to donor atoms, which opposes the gain and is not included.

\section{Comparison with real precursors and use}

Sublimation enthalpies of order 1 eV are typical of such complexes, so the chosen $L$ is in a realistic range. The pressures are not predictions for the two compounds. Besides the rim placement, an insecure assumption is that the crystals differ by a simple change of core spacing, since real packing can also slip, tilt or form new contacts. Removing the spacing change alone cuts the centre-model gain from $7\times10^4$ to 4.6. The ketones show the same trend as the complexes: hexafluoroacetone boils at roughly 250 K and acetone at roughly 330 K. The reversed order of CF$_4$ and CH$_4$, which have no polar core to shield, warns against crediting the rim alone.

For precursor selection, this suggests three steps.

\begin{itemize}
\item Compare cohesion, not mass. At fixed springs, each reduction of $L$ by $k_BT\ln10=0.069$ eV gains one decade of pressure at 350 K.
\item Expect the most from fluorination where methyl groups leave a polar or flat core exposed and the new groups can shield it. Where no such core exists, the gain may be absent or reversed.
\item Measure pressure over a range of temperature. With $\beta=1/k_BT$, Eq.~\eqref{eq:p} gives $\ln p=2\ln\beta-\beta L+\text{const}$, so
\begin{equation}
-\frac{d\ln p}{d\beta}=L-2k_BT .
\end{equation}
For $L=1.15$ eV at 350 K the slope is 1.09 eV. Within this model, comparing slopes and intercepts separates a change in cohesion from a change in lattice stiffness, provided that the solid keeps its phase and composition and the vapour remains monomeric. In a real crystal the intercept also contains other effects, such as CH$_3$ or CF$_3$ rotation that is more hindered in the solid than in the vapour, so a changed intercept alone does not prove a change in stiffness.
\end{itemize}

Most of the computed values, with their basis and mesh shifts, are listed in the numerical output that follows.

\section*{Numbers as computed}
\begin{verbatim}
HF level; aug-cc-pVDZ; envelope 0.001 electron/bohr^3
CH4: alpha 2.374 A^3, V 41.65 A^3, alpha/V 0.0570
CH4: alpha/V at 0.002 envelope 0.0734; volume mesh shift 1.37 %
CF4: alpha 2.439 A^3, V 59.58 A^3, alpha/V 0.0409
CF4: alpha/V at 0.002 envelope 0.0486; volume mesh shift -0.20 %
CCl4: alpha 9.551 A^3, V 129.27 A^3, alpha/V 0.0739
CCl4: alpha/V at 0.002 envelope 0.0903; volume mesh shift 0.56 %
CH4: C6 70.26 eV A^6, omega 16.64 eV
CH4: d 4.301 A, C6/d^6 0.01110 eV
CH4: response alpha 2.373 A^3
CH4 basis shifts: alpha DZ to TZ 0.42 %, C6 SVPD to DZ 4.11 %
CF4: C6 128.94 eV A^6, omega 28.94 eV
CF4: d 4.846 A, C6/d^6 0.00996 eV
CF4: response alpha 2.437 A^3
CF4 basis shifts: alpha DZ to TZ 2.77 %, C6 SVPD to DZ 1.47 %
CH4 C6 shift, 8 against 16 frequencies: 0.0001 %
CF4/CH4 ratio of alpha: 1.027
CF4/CH4 ratio of volume: 1.430
CF4/CH4 ratio of omega: 1.739
CF4/CH4 ratio of C6: 1.835
CF4/CH4 ratio of alpha/V: 0.718
Shell factors: F nuclei 2.491, H nuclei 2.151, CH midpoints 1.182
Model T 350 K, kT 0.03016 eV, symmetry 4
Springs: 1.0 eV/A^2 and 10.0 eV/rad^2
Core disc radius 3.0 A; spacings 3.4 and 3.8 A
Core attraction factor 0.5877; effective exponent 4.778
Methyl model: core 0.70 eV, rim 0.45 eV, L 1.15 eV
Methyl model vapour pressure: 9.172e-05 Torr
Fluoro, centres: rim ratio 0.897, L 0.815 eV
  pressure 6.096e+00 Torr, gain 6.647e+04
Fluoro, outer nuclei: rim ratio 1.039, L 0.879 eV
  pressure 7.330e-01 Torr, gain 7.992e+03
Fluoro, F nuclei, CH midpoints: rim ratio 1.891, L 1.262 eV
  pressure 2.219e-06 Torr, gain 2.419e-02
Fluoro, centres, spacing unchanged: L 1.104 eV, gain 4.648e+00
Critical rim ratio for no gain: 1.641
Softer springs multiply fluoro pressure by 0.356
Masses: Cu(acac)2 261.76 u, Cu(hfac)2 477.65 u
Quantum/classical pressure at same L: 1.003993 and 1.001798
Acetone: potential 2.5 A beyond O -1.094 V; diffuse-basis shift -0.066 V
  energy of a +0.1 e probe -0.1094 eV
Hexafluoroacetone: potential 2.5 A beyond O -0.378 V; diffuse-basis shift 0.024 V
  energy of a +0.1 e probe -0.0378 eV
\end{verbatim}
